# How iodine spin-orbit coupling shields the proton in HI: verification in Python

```python
"""Spin-orbit / Fermi-contact shielding of H in HI as a third-order energy.
Tested: (1) contact constant, a.u. against SI; (2) closed model formula and the
orbital third-order sum against finite differences of the diagonalized
two-component Hamiltonian; (3) selection rules; (4) the same sum against
diagonalization for scalar-X2C LDA orbitals of HI. Atomic units, g = 2."""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf import gto, dft
from pyscf.scf import hf
hf.MUTE_CHKFILE = True

pc = sc.physical_constants
alpha, Eh, a0 = sc.alpha, pc['Hartree energy'][0], pc['Bohr radius'][0]
muB, B_au = pc['Bohr magneton'][0], pc['atomic unit of mag. flux density'][0]
eV, cm = sc.e / Eh, sc.h * sc.c * 100 / Eh
k = 8 * np.pi / 3 * alpha**2
k_SI = (2 * sc.mu_0 / 3) * (2 * muB) * (2 * muB) / (a0**3 * Eh)  # moment unit 2 muB
assert abs(k / k_SI - 1) < 1e-7

spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
lp = np.zeros((3, 3, 3), complex)
for i, j, m in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    lp[i, j, m], lp[i, m, j] = -1j, 1j
assert np.allclose(lp[0] @ lp[1] - lp[1] @ lp[0], 1j * lp[2])
ls = np.linalg.eigvalsh(sum(np.kron(lp[c], spin[c]) for c in range(3)))
assert np.allclose(ls, [-1, -1, .5, .5, .5, .5])


def spin_at_H(op, Bc, mc, B, scale, spin_zeeman=True):
    """<delta(r_H) s_mc> from exact diagonalization, field B along Bc."""
    eps, L, W, D, nocc = op
    h = np.kron(np.diag(eps) + 0.5 * B * L[Bc], np.eye(2))
    h = h + scale * sum(np.kron(W[c], spin[c]) for c in range(3))
    if spin_zeeman:
        h = h + B * np.kron(np.eye(len(eps)), spin[Bc])
    occ = np.linalg.eigh(h)[1][:, :2 * nocc]
    return np.trace(occ.conj().T @ np.kron(D, spin[mc]) @ occ).real


def sigma_all(op, Bc, mc, scale=1.0, sz=True, B=1e-3):
    return k * (spin_at_H(op, Bc, mc, B, scale, sz)
                - spin_at_H(op, Bc, mc, -B, scale, sz)) / (2 * B)


def sigma_lin(op, Bc, mc, sz=True, s=1e-2):
    return (sigma_all(op, Bc, mc, s, sz) - sigma_all(op, Bc, mc, -s, sz)) / (2 * s)


def third_order(op, c, occ=None, vir=None):
    """Particle and hole sums over six orderings; spin trace gives 1/2."""
    eps, L, W, D, nocc = op
    o = np.arange(nocc) if occ is None else np.array(occ)
    v = np.arange(nocc, len(eps)) if vir is None else np.array(vir)
    d = 1 / (eps[o][:, None] - eps[v][None, :])
    part = hole = 0
    for A, Bm, C in itertools.permutations([0.5 * L[c], W[c], k * D]):
        X = A[np.ix_(o, v)] * d
        Y = C[np.ix_(v, o)] * d.T
        part += np.trace(X @ Bm[np.ix_(v, v)] @ Y)
        hole -= np.trace(X @ Y @ Bm[np.ix_(o, o)])
    return 0.5 * part.real, 0.5 * hole.real


def model(zeta, dpi, dsig, f, kap, lam, rho):
    """AO order: s_L, p_L, ligand, s_I, px, py, pz."""
    e = np.eye(7)
    h = np.sqrt(lam) * e[0] + np.sqrt(1 - lam) * e[1]
    h2 = np.sqrt(1 - lam) * e[0] - np.sqrt(lam) * e[1]
    t = np.sqrt(kap) * e[3] + np.sqrt(1 - kap) * e[6]
    n = np.sqrt(1 - kap) * e[3] - np.sqrt(kap) * e[6]
    a, b = np.sqrt(f), np.sqrt(1 - f)
    C = np.array([a * h + b * t, e[4], e[5], n, (h2 + e[2]) / np.sqrt(2),
                  b * h - a * t, (h2 - e[2]) / np.sqrt(2)]).T
    assert np.allclose(C.T @ C, e)
    eps = np.array([-dsig, -dpi, -dpi, -0.60, -0.55, 0.0, 0.20])
    Lao = np.zeros((3, 7, 7), complex)
    Lao[:, 4:, 4:] = lp
    L = np.array([C.T @ x @ C for x in Lao])
    return eps, L, zeta * L, rho * np.outer(C[0], C[0]), 5


def formula(zeta, dpi, dsig, f, kap, lam, rho):
    pre = zeta * k * rho * lam * (1 - kap) * f * (1 - f)
    return pre / (2 * dpi**2), pre / (dpi * dsig)


rng = np.random.default_rng(1)
for _ in range(12):
    p = (rng.uniform(.005, .03), rng.uniform(.2, .4), rng.uniform(.25, .6),
         rng.uniform(.1, .9), rng.uniform(0, .5), rng.uniform(.2, 1), rng.uniform(.3, 2))
    op, ref = model(*p), formula(*p)
    assert np.allclose(third_order(op, 0), ref, rtol=1e-10, atol=0)
    for sz in (True, False):   # finite-difference error ~ (B/Delta)^2 ~ 1e-5
        T = np.array([[sigma_lin(op, i, j, sz) for j in range(3)] for i in range(3)])
        assert np.allclose(T, sum(ref) * np.diag([1, 1, 0]), rtol=0, atol=2e-4 * sum(ref))
    assert abs(sigma_all(op, 0, 0, 0.0)) < 1e-13   # no second-order term

# ---- worked example
z_cm, dpi_eV, dsig_eV, f, kap, lam, xi = 5000., 6.5, 11., .45, .10, 1., 1.2
rho = 1 / quad(lambda r: 4 * np.pi * r**2 * np.exp(-2 * xi * r), 0, np.inf)[0]
assert abs(rho - xi**3 / np.pi) < 1e-9
p0 = dict(zeta=z_cm * cm, dpi=dpi_eV * eV, dsig=dsig_eV * eV, f=f, kap=kap, lam=lam, rho=rho)
s1, s2 = formula(**p0)
op = model(**p0)
ppm = 1e6
print(f"alpha = {alpha:.8f}; k = 8 pi alpha^2/3 = {k:.5e} a.u.; field unit = {B_au:.4e} T")
print(f"zeta = {z_cm:.0f} cm-1 = {p0['zeta']:.5f} Eh")
print(f"Delta_pi = {dpi_eV} eV = {p0['dpi']:.5f} Eh; Delta_sigma = {dsig_eV} eV = {p0['dsig']:.5f} Eh")
print("spectator levels below/above sigma*: lone pair -0.60, bond -0.55, antibond +0.20 Eh")
print(f"f = {f}, kappa = {kap}, lambda = {lam}, exponent = {xi} 1/a0, rho_s = {rho:.4f} a0^-3")
print(f"f(1-f) = {f*(1-f):.4f}; lambda(1-kappa)f(1-f) = {lam*(1-kap)*f*(1-f):.5f}")
print(f"prefactor = {s2*p0['dpi']*p0['dsig']:.4e} Eh^2")
print(f"1/(2 Dpi^2) = {0.5/p0['dpi']**2:.3f} Eh^-2; 1/(Dpi Dsig) = {1/(p0['dpi']*p0['dsig']):.3f} Eh^-2")
print(f"particle path = {s1*ppm:.2f} ppm; hole path = {s2*ppm:.2f} ppm")
print(f"sigma_perp formula = {(s1+s2)*ppm:.3f} ppm; diagonalization = {sigma_lin(op,0,0)*ppm:.3f} ppm")
print(f"sigma_par (linear in zeta) = {abs(sigma_lin(op,2,2))*ppm:.3f} ppm")
print(f"sigma_iso = {2/3*(s1+s2)*ppm:.2f} ppm")
B = 9.4 / B_au
sd = spin_at_H(op, 0, 0, B, 1.0)
print(f"B = 9.4 T = {B:.4e} a.u.; <delta s_x> third order = {(s1+s2)*B/k:.3e} a0^-3, all orders = {sd:.3e} a0^-3")
print(f"opposing contact field at H, third order = {(s1+s2)*9.4*1e6:.1f} microtesla")
ap, az = sigma_all(op, 0, 0), sigma_all(op, 2, 2)
assert abs(k * sd / B / ap - 1) < 1e-3
print(f"zeta/Delta_pi = {p0['zeta']/p0['dpi']:.4f}")
print(f"all orders in zeta: perp {ap*ppm:.2f}, par {az*ppm:.2f}, iso {(2*ap+az)/3*ppm:.2f} ppm")
print(f"same without spin Zeeman: perp {sigma_all(op,0,0,1.,False)*ppm:.2f}, par {sigma_all(op,2,2,1.,False)*ppm:.2f} ppm")
for key, vals, unit in [('lam', [1, 1/2, 1/3, 1/4], 1), ('f', [.1, .3, .5, .7], 1),
                        ('kap', [0, .1, .3, .5], 1), ('zeta', [600, 2400, 5000], cm)]:
    out = []
    for x in vals:
        q = dict(p0)
        q[key] = x * unit
        num = sigma_lin(model(**q), 0, 0)
        assert abs(num / sum(formula(**q)) - 1) < 2e-4
        out.append(f"{x:.4g}: {2/3*num*ppm:.2f}")
    print(f"sigma_iso/ppm vs {key}{' (cm-1)' if key == 'zeta' else ''}:  " + ", ".join(out))

# ---- real orbitals: scalar X2C LDA, uncoupled response
mol = gto.M(atom='I 0 0 0; H 0 0 1.61', basis={'I': 'ano@6s5p3d', 'H': 'ano@3s2p'}, verbose=0)
mf = dft.RKS(mol, xc='lda,vwn').sfx2c1e()
mf.chkfile = None
mf.kernel()
assert mf.converged
C, eps, no = mf.mo_coeff, mf.mo_energy, mol.nelectron // 2
with mol.with_common_orig(mol.atom_coord(0)):
    rxd = mol.intor('int1e_cg_irxp', comp=3)       # r x nabla
so = []
for ia in range(2):
    with mol.with_rinv_origin(mol.atom_coord(ia)):
        so.append(mol.intor('int1e_prinvxp', comp=3))
# l and l/r^3 must have the same sign on the iodine one-centre block
i0, i1 = mol.aoslice_by_atom()[0, 2:]
sgn = np.sign(np.sum(rxd[:, i0:i1, i0:i1] * so[0][:, i0:i1, i0:i1]))
wao = sgn * 0.5 * alpha**2 * sum(mol.atom_charge(ia) * so[ia] for ia in range(2))
L = np.array([-1j * C.T @ x @ C for x in rxd])
W = np.array([-1j * C.T @ x @ C for x in wao])
phiH = (mol.eval_gto('GTOval', mol.atom_coord(1)[None, :]) @ C)[0]
opr = (eps, L, W, np.outer(phiH, phiH), no)
sg, p1, p2, st = no - 3, no - 2, no - 1, no
assert abs(abs(L[2, p1, p2]) - 1) < 1e-6 and max(abs(phiH[[p1, p2]])) < 1e-6
assert abs(phiH[sg]) > 0.05 and abs(phiH[st]) > 0.02
tp, th = third_order(opr, 0)
fd = sigma_lin(opr, 0, 0)
assert abs(fd / (tp + th) - 1) < 1e-3
assert abs(sum(third_order(opr, 1)) / (tp + th) - 1) < 1e-5
assert abs(sum(third_order(opr, 2))) * ppm < 1e-3 and abs(sigma_lin(opr, 2, 2)) * ppm < 1e-2
assert tp + th > 0
zeta_pi = (W[2, p1, p2] / L[2, p1, p2]).real
assert zeta_pi > 0
fr = third_order(opr, 0, [sg, p1, p2], [st])
fv = third_order(opr, 0, [sg, p1, p2])
print(f"HI LDA: R = 1.61 Angstrom, {mol.nao} basis functions, {no} occupied orbitals")
print(f"HI LDA: Delta_pi = {(eps[st]-eps[p2])/eV:.2f} eV; Delta_sigma = {(eps[st]-eps[sg])/eV:.2f} eV")
print(f"HI LDA: zeta of pi orbital (bare nuclei) = {zeta_pi/cm:.0f} cm-1")
print(f"HI LDA: |phi(H)|^2 sigma = {phiH[sg]**2:.4f}, sigma* = {phiH[st]**2:.4f} a0^-3")
print(f"HI LDA: particle {tp*ppm:.2f}, hole {th*ppm:.2f} ppm")
print(f"HI LDA: sigma_perp sum = {(tp+th)*ppm:.3f} ppm; diagonalization = {fd*ppm:.3f} ppm")
print(f"HI LDA: sigma_par = {abs(sum(third_order(opr,2)))*ppm:.3f} ppm; sigma_iso = {2/3*(tp+th)*ppm:.2f} ppm")
print(f"HI LDA perp, sigma+pi -> sigma* only: particle {fr[0]*ppm:.2f}, hole {fr[1]*ppm:.2f}, sum {sum(fr)*ppm:.2f} ppm")
print(f"HI LDA perp, sigma+pi -> all virtuals: {sum(fv)*ppm:.2f} ppm")
print(f"HI LDA all orders in SO: perp {sigma_all(opr,0,0)*ppm:.2f}, par {sigma_all(opr,2,2)*ppm:.2f} ppm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
alpha = 0.00729735; k = 8 pi alpha^2/3 = 4.46118e-04 a.u.; field unit = 2.3505e+05 T
zeta = 5000 cm-1 = 0.02278 Eh
Delta_pi = 6.5 eV = 0.23887 Eh; Delta_sigma = 11.0 eV = 0.40424 Eh
spectator levels below/above sigma*: lone pair -0.60, bond -0.55, antibond +0.20 Eh
f = 0.45, kappa = 0.1, lambda = 1.0, exponent = 1.2 1/a0, rho_s = 0.5500 a0^-3
f(1-f) = 0.2475; lambda(1-kappa)f(1-f) = 0.22275
prefactor = 1.2452e-06 Eh^2
1/(2 Dpi^2) = 8.763 Eh^-2; 1/(Dpi Dsig) = 10.356 Eh^-2
particle path = 10.91 ppm; hole path = 12.90 ppm
sigma_perp formula = 23.807 ppm; diagonalization = 23.807 ppm
sigma_par (linear in zeta) = 0.000 ppm
sigma_iso = 15.87 ppm
B = 9.4 T = 3.9991e-05 a.u.; <delta s_x> third order = 2.134e-06 a0^-3, all orders = 1.854e-06 a0^-3
opposing contact field at H, third order = 223.8 microtesla
zeta/Delta_pi = 0.0954
all orders in zeta: perp 20.68, par -1.46, iso 13.30 ppm
same without spin Zeeman: perp 22.14, par 1.46 ppm
sigma_iso/ppm vs lam:  1: 15.87, 0.5: 7.94, 0.3333: 5.29, 0.25: 3.97
sigma_iso/ppm vs f:  0.1: 5.77, 0.3: 13.47, 0.5: 16.03, 0.7: 13.47
sigma_iso/ppm vs kap:  0: 17.63, 0.1: 15.87, 0.3: 12.34, 0.5: 8.82
sigma_iso/ppm vs zeta (cm-1):  600: 1.90, 2400: 7.62, 5000: 15.87
HI LDA: R = 1.61 Angstrom, 45 basis functions, 27 occupied orbitals
HI LDA: Delta_pi = 5.09 eV; Delta_sigma = 8.58 eV
HI LDA: zeta of pi orbital (bare nuclei) = 6149 cm-1
HI LDA: |phi(H)|^2 sigma = 0.1460, sigma* = 0.0992 a0^-3
HI LDA: particle 5.30, hole 12.53 ppm
HI LDA: sigma_perp sum = 17.826 ppm; diagonalization = 17.827 ppm
HI LDA: sigma_par = 0.000 ppm; sigma_iso = 11.88 ppm
HI LDA perp, sigma+pi -> sigma* only: particle 2.86, hole 9.68, sum 12.54 ppm
HI LDA perp, sigma+pi -> all virtuals: 17.25 ppm
HI LDA all orders in SO: perp 14.16, par -2.16 ppm
ALL CHECKS PASSED
```
